# Subthreshold swing of a tunnel transistor from window and transmission

A tunnel transistor has a p-type source, a gated intrinsic channel and an n-type drain. Raising the gate voltage \(V_G\) lowers the channel bands. Once the channel conduction edge lies below the source valence edge, electrons can pass from the source valence band into the channel conduction band. The gate then acts twice: it widens the range of energies in which this is possible, and it changes the probability of tunnelling.

Take one channel subband with spin degeneracy two, and coherent transport. Measure electron energy \(E\) from the source valence edge. The channel conduction edge is at \(-w\), with \(w>0\), so the energy window is \(-w<E<0\). The Fermi levels are \(-\delta\) in the source and \(-\delta-eV_D\) in the drain, where \(e>0\) and \(V_D>0\). Positive \(\delta\) means a degenerate source. Only \(w\) and the junction field \(F\) depend on \(V_G\); \(\delta\), \(V_D\) and the temperature are fixed. The current \(I\) is counted as positive when electrons flow from source to drain.

The swing is \(S=dV_G/d\log_{10}I\), the gate voltage per decade of current. The value for comparison is the thermal swing \((kT/e)\ln 10\), which is 59.5 mV/decade at 300 K.

## (a) The current and the supply of electrons

**Suppose the transmission \(T\) is the same at all energies in the window. Write the current as a product, and find how its window factor changes with \(w\).**

In one dimension, states per unit length, energy and spin have density \((1/2\pi)\,dk/dE\) for one direction of motion, and their velocity is \((1/\hbar)\,dE/dk\). The product is \(1/h\), whatever the dispersion. With two spins, and with the flow from the drain subtracted,

\[
I=\frac{2e}{h}\int_{-w}^{0}T\,\phi(E)\,dE=\frac{2e}{h}\,T\,N(w),\qquad N(w)=\int_{-w}^{0}\phi(E)\,dE ,
\]

where \(\phi=f_S-f_D\) is the difference of the source and drain Fermi functions. At fixed \(E\) it does not depend on the gate, so only the lower limit moves:

\[
\frac{dN}{dw}=\phi(-w)\equiv g(w).
\]

For the closed form, note that \(-kT\ln[1+e^{-(E+\delta)/kT}]\) has the derivative \(1/[1+e^{(E+\delta)/kT}]=f_S\). Hence the source part of \(N\) is

\[
N_S=kT\left\{\ln\!\left[1+e^{(w-\delta)/kT}\right]-\ln\!\left[1+e^{-\delta/kT}\right]\right\},
\]

and \(N\) is this minus the same expression with \(\delta\) replaced by \(\delta+eV_D\). \(N\) is an energy; it measures how many electrons the window supplies.

## (b) The transmission

**The bands fall linearly over a length \(L\) between source and channel. The gap is \(E_g\), and both band edges have mass \(m\). Find \(T\) and check that it is constant across the window.**

Let \(\varepsilon\) be the energy measured from the local midgap. A symmetric two-band dispersion is

\[
\varepsilon^2=\frac{E_g^2}{4}+\hbar^2v^2k^2 .
\]

Near the upper edge \(\varepsilon\approx E_g/2+\hbar^2v^2k^2/E_g\). Equating the last term to \(\hbar^2k^2/2m\) gives \(v^2=E_g/2m\). Inside the gap \(k=i\kappa\), with \(\hbar v\kappa=\sqrt{E_g^2/4-\varepsilon^2}\).

The source valence edge is at 0 and the channel valence edge at \(-w-E_g\), so the total drop is

\[
eFL=E_g+w .
\]

On the ramp \(\varepsilon=E-E_g/2+eFx\). The electron enters the gap where \(\varepsilon=-E_g/2\), at \(x=-E/eF\ge0\), and leaves it where \(\varepsilon=+E_g/2\), at \(x=(E_g-E)/eF\). Since \(-E\le w\), the exit lies at or before \(L\). Every electron in the window therefore crosses the whole gap inside the ramp. With \(dx=d\varepsilon/eF\), the WKB exponent is

\[
2\int\kappa\,dx=\frac{2}{\hbar v\,eF}\int_{-E_g/2}^{E_g/2}\sqrt{\frac{E_g^2}{4}-\varepsilon^2}\;d\varepsilon
=\frac{2}{\hbar v\,eF}\,\frac{\pi E_g^2}{8},
\]

because the integral is the area of a half disc of radius \(E_g/2\). Thus

\[
T=e^{-F_0/F},\qquad eF_0=\frac{\pi E_g^2}{4\hbar v},
\]

with no dependence on \(E\).

WKB leaves the prefactor open. It can be checked with the wave equation that has this dispersion,

\[
\left[-i\hbar v\,\sigma_z\frac{d}{dx}+\frac{E_g}{2}\sigma_x+U(x)\right]\psi=E\psi ,
\]

where \(U\) is the midgap energy and \(\sigma_x,\sigma_z\) are Pauli matrices. For the parameters of part (e), with the ramp extended at constant field to a total drop of 3.5 eV and \(E\) at mid-ramp, its numerical transmission divided by \(e^{-F_0/F}\) is 1.002 at 0.55 MV/cm and 0.998 at 0.70 MV/cm. The prefactor is one to this accuracy when the ramp ends are far away. Part (f) treats near ends.

## (c) The swing

**Let \(w\) and \(F\) respond to the gate in any smooth way. Find \(S\), then specialize to \(dw/dV_G=\eta e\) and the ramp of part (b).**

Take the logarithm of the current, \(\ln I=\text{const}+\ln N-F_0/F\), and differentiate:

\[
\frac{d\ln I}{dV_G}=\frac{g}{N}\frac{dw}{dV_G}+\frac{F_0}{F}\frac{d\ln F}{dV_G}.
\]

The second term uses \(d(-F_0/F)=(F_0/F^2)\,dF\). Since \(\log_{10}I=\ln I/\ln10\), the swing is \(S=\ln10/(d\ln I/dV_G)\). Giving each term its own swing,

\[
\frac1S=\frac1{S_w}+\frac1{S_T},\qquad
S_w=\frac{\ln10}{(g/N)\,dw/dV_G},\qquad
S_T=\frac{\ln10}{(F_0/F)\,d\ln F/dV_G}.
\]

The swings add as reciprocals because logarithmic slopes add. When both terms are positive, \(S\) is smaller than either one.

On the ramp \(F=(E_g+w)/eL\), so

\[
\frac{d\ln F}{dV_G}=\frac{\eta e}{E_g+w}-\frac{d\ln L}{dV_G}.
\]

The last term is a separate gate dependence: a gate that also shortens the junction steepens the transmission without moving the window. For constant \(L\), \(F_0/F=eF_0L/(E_g+w)\), and

\[
S=\frac{\ln10}{\eta e}\left[\frac{g}{N}+\frac{eF_0L}{(E_g+w)^2}\right]^{-1}.
\]

As a test, \(\kappa\) was summed along the ramp, the current integrated over energy, and its logarithm differenced in gate voltage. For \(w=30\), 80 and 150 meV, with \(d\ln L/dV_G=0\) and \(-0.5\ \mathrm{V^{-1}}\), the swing agreed with the formula to a relative difference of at most \(1.7\times10^{-4}\).

## (d) When is the swing below the thermal value?

**Bound \(N/g\), find its limits for cold and strongly degenerate sources, and show that for constant \(\eta\) and \(L\) the swing crosses the thermal value once.**

At the channel edge \(E=-w\), and \(df/dE=-f(1-f)/kT\), so \(df/dw=+f(1-f)/kT\). Therefore

\[
\frac{dg}{dw}=\frac{f_S-f_D-(f_S^2-f_D^2)}{kT}=\frac{g\,(1-f_S-f_D)}{kT}.
\]

Hence \(d\ln g/dw\le1/kT\), which means \(g(y)\ge g(w)e^{-(w-y)/kT}\) for \(y\le w\). Integrating over \(y\) from 0 to \(w\) gives the lower bound below. If \(f_S+f_D\le1\) throughout the window, \(g\) does not decrease with \(w\), so \(N\le wg\). The sum of the two Fermi functions equals one midway between the Fermi levels, so this requires \(w\le\delta+eV_D/2\). Then

\[
kT\left(1-e^{-w/kT}\right)\le\frac{N}{g}\le w .
\]

A cold source has its Fermi level several \(kT\) above the valence edge. If the drain level is also several \(kT\) below the window, \(\phi\approx1\), \(N\approx w\) and \(S_w\approx(w/\eta e)\ln10\), the upper bound. In the opposite limit the source is so degenerate that \(\delta-w\gg kT\). The window then sees only the thermal tail, \(\phi\propto e^{-E/kT}\), and \(N/g\) takes the lower bound. \(S_w\) then tends to \((kT/\eta e)\ln10\) once \(w\gg kT\).

At equal \(w\) the tail has the smaller \(S_w\), but it also carries less current. At equal \(N\) the window slope is proportional to \(g\), which cannot exceed one and is close to one for the cold source. As long as its window stays several \(kT\) above the drain level, the cold source then has a steeper window factor than a source in the tail limit.

For the crossing, write \(r(w)=(1-f_S-f_D)/kT\). Both occupations at the edge grow with \(w\), so \(r\) falls. Since \(dg/dy=r(y)g(y)\ge r(w)g(y)\) for \(y\le w\), integration gives \(g(w)-g(0)\ge r(w)N(w)\). Thus

\[
\frac{d}{dw}\frac gN=\frac{g}{N^2}\,(rN-g)\le-\frac{g\,g(0)}{N^2}<0 .
\]

The transmission slope \(eF_0L/(E_g+w)^2\) also falls, so \(S\) rises steadily with \(w\). At \(w\to0\), \(N\approx g(0)w\) and \(S\to0\). At large \(w\) the edge sinks below the drain Fermi level, \(g\to0\), both slopes vanish and \(S\) grows without limit. There is one crossing, where

\[
\eta\left[\frac gN+\frac{eF_0L}{(E_g+w)^2}\right]=\frac1{kT}.
\]

Could the transmission do this alone? Its slope equals \(-\ln T/(E_g+w)\), so it would need \(-\ln T>(E_g+w)/\eta kT\). For \(E_g=0.50\) eV, \(\eta=0.90\), 300 K and \(w\to0\), this is \(-\ln T>21.5\), or \(T\) below about \(5\times10^{-10}\). Half of that slope would need \(-\ln T>10.7\). With these values and constant \(L\), a subthermal swing at a transmission above \(3\times10^{-5}\) therefore gets more than half of its logarithmic slope from the window. A smaller gap relaxes this condition.

## (e) Numbers for a nanowire

**Take \(E_g=0.50\) eV, \(m=0.04\) electron masses, \(L=10\) nm, \(\delta=50\) meV, \(V_D=0.30\) V, \(\eta=0.90\) and 300 K. Evaluate the swing at \(w=60\) meV and locate the thermal crossing.**

Here \(kT=25.85\) meV and \(\hbar v=0.6901\) eV nm. Then \(eF_0=\pi(0.50)^2/(4\times0.6901)=0.2845\) eV/nm, so \(F_0=2.845\) MV/cm and \(eF_0L=2.845\) eV.

At \(w=60\) meV the field is \(0.560/10=0.0560\) V/nm, or 0.560 MV/cm, and \(T=e^{-2.845/0.560}=6.2\times10^{-3}\). The drain contributes negligibly to the supply:

\[
N=25.85\left[\ln(1+e^{0.387})-\ln(1+e^{-1.934})\right]=19.9\ \text{meV}.
\]

With \(2e^2/h=77.48\ \mu\text{S}\), the current is \(77.48\ \mu\text{S}\times6.215\times10^{-3}\times19.91\ \text{mV}=9.6\) nA. The edge occupation difference is \(g=0.5955\), so

\[
S_w=\frac{2.3026\times19.909}{0.90\times0.5955}=85.5,\qquad
S_T=\frac{2.303\times(0.560)^2}{0.90\times2.845}\times10^3=282
\]

in mV/decade, and \(S=(1/85.5+1/282)^{-1}=65.6\) mV/decade. Other windows give:

| \(w\) (meV) | \(I\) (nA) | \(S_w\) | \(S_T\) | \(S\) (mV/decade) |
|---|---|---|---|---|
| 10 | 0.44 | 21.8 | 234 | 20.0 |
| 30 | 2.3 | 51.2 | 253 | 42.6 |
| 60 | 9.6 | 85.5 | 282 | 65.6 |
| 100 | 34 | 146 | 324 | 101 |

The window's share of the logarithmic slope is \(S/S_w\): 91% at 10 meV and 69% at 100 meV. The swing equals the thermal value at \(w=52\) meV and 6.9 nA; its mean over the two decades of current below that point is 28 mV/decade.

Now change only the source Fermi level, to \(\delta=-100\) meV, and keep the 10 nm ramp. The crossing moves to \(w=31\) meV and 11 nA. This gain rests on the fixed ramp. The hole density in the source subband is now about 70 times lower, and in a real junction such light doping lengthens the ramp and lowers the transmission. An 11 nm ramp already brings the crossing current down to 6.7 nA, below that of the degenerate source. The cold limit explains the position: with \(g/N\approx1/w\), the crossing condition is \(1/w\approx43.0-10.1=32.9\ \text{eV}^{-1}\), or \(w\approx30\) meV. The numbers are \(1/\eta kT\) and the transmission slope near 30 meV. At equal supply, \(N=19.9\) meV, the degenerate source needs \(w=60\) meV and has \(S_w=85.5\) mV/decade; the cold one needs 20 meV and has 51.5 mV/decade.

## (f) Transmission that varies with energy

**Is the division into window and transmission still unique if \(T\) depends on \(E\)? What happens at the onset when waves are reflected at the ramp ends?**

For \(J=\int_{-w}^0T(E,w)\phi(E)\,dE\), Leibniz's rule gives

\[
\frac{dJ}{dw}=T(-w,w)\,g+\int_{-w}^{0}\left(\frac{\partial T}{\partial w}\right)_{\!E}\phi\,dE .
\]

One may call the first term the window term. But energy can equally be labelled by \(u=E+w\), the height above the channel edge. If \(T\) happens to depend on \(u\) alone, its derivative at fixed \(u\) is zero, while at fixed \(E\) it is not. The total slope is the same; its division depends on the label. For energy-dependent \(T\), only \(S\) has a meaning free of convention.

The full wave solution of the finite ramp is such a case. As \(u\to0\), the transmitted amplitude for a given incident wave tends in general to a constant, while the velocity that carries the flux vanishes as \(\sqrt u\). So \(T\propto\sqrt u\). Transmission is the same from either side, so it also vanishes as \(\sqrt{-E}=\sqrt{w-u}\) at the source edge. For a narrow window

\[
I\propto\int_0^w\sqrt{u(w-u)}\,du=\frac{\pi w^2}{8},
\]

the area of a half disc of diameter \(w\). The onset is quadratic, not linear, and \(S\to(w/2\eta e)\ln10\), half the value from part (c). The numerical wave solution at \(w=0.01\) meV gives the power 2.00.

The edge effect is not confined to tiny windows. A length \(\ell\) with \(\hbar^2/2m\ell^2=eF\ell\) defines the energy \(eF\ell=[\hbar^2(eF)^2/2m]^{1/3}\). With \(\hbar^2/2m=(\hbar v)^2/E_g=0.95\) eV nm² and \(eF=0.05\) eV/nm, it is 0.13 eV, larger than the windows where the swing is subthermal. The constant-\(T\) formula is therefore only a rough guide there. At \(w=10\), 60 and 150 meV the wave solution gives 12, 57 and 157 mV/decade, against 20, 66 and 152. The ratio of wave current to model current is 0.38, 1.24 and 1.42. The correction to the swing thus changes sign between 100 and 150 meV, and the wave current ends above the semiclassical one.

## (g) Comparison with real devices

**Which assumptions matter most for an actual transistor?**

The parameters are illustrative and do not describe a particular device, and a 10 nm linear ramp idealizes the junction. Real devices do not have perfectly sharp band edges. Let the window width be spread exponentially with a tail energy \(E_t\):

\[
I_t(w)=\int_0^\infty\frac{dz}{E_t}\,e^{-z/E_t}\,I(w+z),
\]

with \(I=0\) for a closed window. For \(w<0\), substituting \(W=w+z\) leaves a factor \(e^{w/E_t}\) times a constant. The swing no longer tends to zero but to \((E_t/\eta e)\ln10\), which is 26 mV/decade for an assumed \(E_t=10\) meV. At \(w=10\) meV the tails raise the swing from 20 to 37 mV/decade, and at 60 meV from 66 to 76.

Other effects can be sized for the same device. Thermionic emission of source electrons over the gap scales as \(e^{-(E_g+\delta)/kT}\) and contributes about 1 fA to the leakage floor for \(\delta=50\) meV, and about 0.4 pA for the cold source; holes from the drain add a current that depends on the drain doping. With the window closed by 50 meV, a flat 30 nm channel alone attenuates an electron at the source valence edge by about \(2\times10^{-6}\), and the ramps attenuate it further. The decay constant is symmetric about the channel midgap at \(-0.20\) eV: the attenuation is strongest there and returns to the same value at \(-0.40\) eV, 50 meV below the drain Fermi level. A drain degenerate by more than that opens lower energies with weaker attenuation, so the direct current also depends on the drain doping. At 360 K, with gap and \(w=60\) meV held fixed, the swing is 70 mV/decade, while the thermal value rises to 71 mV/decade. Tunnelling assisted by traps or phonons, further subbands and self-consistent charge are not included. Tunnelling assisted by traps or phonons can carry current while the window is closed, so the low-current swings above should not be read as predictions for a fabricated device. The remaining values are in the numerical output.

## Table of computed values

```
gap 0.50 eV, edge mass 0.04 m0, ramp 10 nm
delta 50 meV, drain 0.30 V, eta 0.90, 300 K
kT = 25.85 meV, thermal swing = 59.53 mV/dec
hbar*v = 0.6901 eV nm, F0 = 2.845 MV/cm
conductance quantum 2e^2/h = 77.48 uS
w(meV) F(MV/cm) T        N(meV)  I(nA)
   10  0.510  3.777e-03    1.498     0.438
   30  0.530  4.662e-03    6.316     2.282
   60  0.560  6.215e-03   19.909     9.588
  100  0.600  8.721e-03   49.998    33.785
  150  0.650  1.256e-02   97.033    94.429
w(meV) g       S_w     S_T     S (mV/dec)
   10  0.1755   21.84  233.88   19.97
   30  0.3157   51.19  252.59   42.56
   60  0.5955   85.53  281.99   65.63
  100  0.8736  146.42  323.71  100.82
  150  0.9791  253.55  379.92  152.07
degenerate source, delta = 50 meV:
  S = thermal at w = 52.0 meV, I = 6.90 nA
  mean S over two decades below = 27.77 mV/dec
cold source, delta = -100 meV:
  S = thermal at w = 30.6 meV, I = 10.97 nA
  mean S over two decades below = 16.75 mV/dec
equal supply N = 19.91 meV:
  degenerate w = 60.0 meV, S_w = 85.53 mV/dec
  cold w = 20.2 meV, S_w = 51.47 mV/dec
checks:
  wave T / exp(-F0/F), uniform field: 1.0018, 0.9980
  largest relative swing error = 1.7e-04
  onset power of full wave current = 2.000
neglected effects, S in mV/dec:
  exponential profile decay length 2.5 nm, tail 10 meV
w(meV) model   wave    exp.prof tails  I_wave/I_model
   10   19.97   11.90   15.95   37.13  0.375
   30   42.56   31.52   37.05   53.69  0.871
   60   65.63   56.78   62.18   76.06  1.236
  100  100.82   95.69   97.18  112.33  1.406
  150  152.07  156.90  148.88  163.38  1.424
closed window with tails: S = 25.58 mV/dec
thermionic floor = 1.15 fA
gate 30 nm, window closed by 50 meV:
  channel tunnelling factor = 2.17e-06
w = 60 meV at 360 K: S = 70.39 mV/dec, I = 10.24 nA
```
